\section*{Spin Berry curvature on a gap-controlled adaptive k mesh}

\section{One gapped crossing}

Take two spin species in two dimensions, each with two orbitals. Near the zone centre let spin up have
\begin{equation}
h_\uparrow=A(q_x\tau_x+q_y\tau_y)+m(q)\tau_z ,\qquad \varepsilon=\sqrt{m^2+A^2q^2},
\end{equation}
with energies $\pm\varepsilon$, and let spin down have $h_\downarrow=\tau_z h_\uparrow^*\tau_z$, which reverses the sign of the $q_x$ term. The lattice constant $a$ is the unit of length, so $A=\hbar v/a$ is an energy. The lower bands are full. The quantity to integrate, derived in the next section, is
\begin{equation}
\Omega=-\sum_{n\,\rm occ}\sum_{m\,\rm empty}\frac{\operatorname{Im}(J_{nm}V_{mn})}{(E_n-E_m)^2},\quad
J=\tfrac12\{\sigma_z,\partial_xH\},\quad V=\partial_yH. \label{omega}
\end{equation}

For spin up $J=\partial_xh_\uparrow$. Then $\operatorname{Im}(J_{nm}V_{mn})$ is antisymmetric in $x,y$ and does not change when the axes are rotated, so $q$ may be put along $x$. With $\cos\theta=m/\varepsilon$ and $\sin\theta=Aq/\varepsilon$, the lower and upper states are $l=(-\sin\frac\theta2,\cos\frac\theta2)$ and $u=(\cos\frac\theta2,\sin\frac\theta2)$. Hence
\begin{align}
\langle l|A\tau_x+m'\tau_z|u\rangle&=A\cos\theta-m'\sin\theta=A(m-qm')/\varepsilon,\\
\langle u|A\tau_y|l\rangle&=-iA .
\end{align}
Dividing by $(2\varepsilon)^2$, spin up contributes $A^2(m-qm')/(4\varepsilon^3)$. For spin down, complex conjugation reverses the imaginary part and $\sigma_z=-1$ reverses $J$, so the contribution is the same. Therefore
\begin{equation}
\Omega=\frac{A^2(m-qm')}{2\varepsilon^3},\qquad
q\,\Omega=-\frac12\frac{d}{dq}\frac{m}{\varepsilon}. \label{radial}
\end{equation}
The second form follows from $d(m/\varepsilon)/dq=[m'\varepsilon^2-m(mm'+A^2q)]/\varepsilon^3=A^2q(qm'-m)/\varepsilon^3$. With $M=m(0)$, the weight inside radius $q$ is
\begin{equation}
W(q)=\int_{<q}\frac{d^2q'}{2\pi}\,\Omega=\frac12\left(\operatorname{sgn}M-\frac{m(q)}{\varepsilon(q)}\right). \label{disc}
\end{equation}

For constant $m=M$ the peak height is $A^2/(2M^2)$, but the total weight is $\frac12\operatorname{sgn}M$ whatever the gap. A small gap concentrates the integral without making it large. Since the gap at $q$ is $2\varepsilon$, pairs with gap below $G$ carry
\begin{equation}
W_G=\tfrac12\operatorname{sgn}M\,(1-2|M|/G). \label{share}
\end{equation}
Half of the peak comes from gaps below twice the minimum, $G=4|M|$. This means $Aq<\sqrt3\,|M|$, an area $3\pi M^2/A^2$ out of $4\pi^2$, or a zone fraction $3M^2/(4\pi A^2)$. For $A=1$ eV and $|M|=1$ meV the fraction is $2.4\times10^{-7}$.

\section{Response formula and the role of the Fermi level}

The assumptions are a clean crystal, independent electrons, zero temperature, a static weak field and the conventional spin current $j=\frac12\{s_z,v_x\}$. With $s_z=\hbar\sigma_z/2$ and $v_x=\partial_xH/\hbar$ (units of $a$), $j=J/2$. The electron charge is $-e$, so $\hbar\dot k_y=-eE_y$.

Write a driven state, up to a phase, as $|n\rangle+\sum_{m\ne n}c_m|m\rangle$. To first order in $\dot k_y$ and for steady $c_m$, projecting the Schr\"odinger equation on $m$ gives
\begin{equation}
i\hbar\dot k_y\langle m|\partial_yn\rangle+E_nc_m=E_mc_m .
\end{equation}
Differentiating $H|n\rangle=E_n|n\rangle$ gives $\langle m|\partial_yn\rangle=V_{mn}/(E_n-E_m)$, so
\begin{equation}
c_m=-\frac{i\hbar\dot k_yV_{mn}}{(E_n-E_m)^2}.
\end{equation}
The change of the spin current is $\frac12\,2\operatorname{Re}\sum_mJ_{nm}c_m$. Because $\operatorname{Re}(-iz)=\operatorname{Im}z$,
\begin{equation}
\delta\langle j\rangle_n=\hbar\dot k_y\sum_{m\neq n}\frac{\operatorname{Im}(J_{nm}V_{mn})}{(E_n-E_m)^2}
=-eE_y\sum_{m\neq n}\frac{\operatorname{Im}(J_{nm}V_{mn})}{(E_n-E_m)^2}.
\end{equation}
Now sum over occupied $n$. Both operators are Hermitian, so $J_{mn}V_{nm}=(J_{nm}V_{mn})^*$: the terms $(n,m)$ and $(m,n)$ cancel when both states are occupied. What remains is $eE_y\Omega$ with (\ref{omega}), and
\begin{equation}
\sigma=\frac{J^s_x}{E_y}=\frac{e}{2\pi}\,C,\qquad C=\int\frac{d^2k}{2\pi}\,\Omega(k).
\end{equation}
In Gaussian units $e/2\pi=7.64\times10^{-11}$ statC. As a test of sign and factor, the Schr\"odinger equation was integrated in time with $k_y$ slowly set in motion. At one $k$ point it gave $-1.3541\,a^2$, against $-1.3542\,a^2$ from (\ref{omega}).

\section{Lattice model with spin mixing}

The implementation is examined on
\begin{align}
H={}&A(\sin k_x\,\sigma_z\tau_x+\sin k_y\,\tau_y)+m\tau_z\nonumber\\
&+r(\sin k_y\,\sigma_x-\sin k_x\,\sigma_y)P_e,\\
m={}&M+B(2-\cos k_x-\cos k_y),\qquad P_e=(1+\tau_z)/2 .\nonumber
\end{align}
The $r$ term mixes the spins. Let $e$ and $h$ be the two-spin amplitudes on the orbitals $\tau_z=\pm1$. With $K=A(\sin k_x\sigma_z-i\sin k_y)$ and $R=r(\sin k_y\sigma_x-\sin k_x\sigma_y)$,
\begin{equation}
(E-m-R)e=Kh,\qquad (E+m)h=K^\dagger e .
\end{equation}
Let $S^2=\sin^2k_x+\sin^2k_y$. Then $KK^\dagger=A^2S^2$, and $R$ has eigenvalues $srS$ with $s=\pm1$. Eliminating $h$ gives $(E-m-srS)(E+m)=A^2S^2$, hence
\begin{equation}
E=\frac{srS}{2}\pm\sqrt{\Big(m+\frac{srS}{2}\Big)^2+A^2S^2}. \label{bands}
\end{equation}
The lower level of each $s$ is negative and the upper one positive if $m^2+smrS+A^2S^2>0$. For $r<2A$ this holds unless $m=S=0$, so $\mu=0$ then lies in a gap.

\subsection{Near-degenerate bands on the same side}

For $M<0$ and small $q$ along $x$, the two occupied states live mainly on orbital $e$, in eigenstates $\chi_\pm$ of $\sigma_y$. Their splitting is $2rq$. First-order mixing adds $h_\pm=-(Aq/2|M|)\sigma_z\chi_\pm$. Between the two states, $V$ has the leading element $r\langle\chi_-|\sigma_x|\chi_+\rangle=ir$. In $J=A\tau_x+Bq\,\sigma_z\tau_z$, the first term gives $-A^2q/|M|$ (two equal cross terms) and the second gives $+Bq$. The single-band curvatures therefore contain opposite terms of size
\begin{equation}
\frac{q\,|A^2/|M|-B|\;r}{(2rq)^2}=\frac{|A^2/|M|-B|}{4rq}, \label{single}
\end{equation}
which diverge as $q\to0$. For $A=B=1$ eV, $r=0.4$ eV, $M=-64$ meV and $q=0.001$, this is $(15.625-1)/0.0016=9141\,a^2$. The computed bands have $9078$ and $-9200\,a^2$, half their difference being $9139\,a^2$, while their sum is $-122\,a^2$. An implementation that forms band curvatures first and adds them later subtracts large numbers, and a mesh driven by them refines where the sum is smooth. Selecting occupied--empty pairs before dividing removes both problems.

\subsection{Weight of the peak when spin is not conserved}

Linearize $H$ about the zone centre. Scaling $q$ and $M$ together by $\lambda$ scales $H$ by $\lambda$ and $\Omega$ by $\lambda^{-2}$, so the peak weight depends on $r/A$ and $\operatorname{sgn}M$ alone. It is odd in $M$, as follows. For $q$ along $x$, $\sigma_xH(M)\sigma_x=-H(-M)$, so $\sigma_x$ carries occupied states at $M$ into empty states at $-M$. Joint rotation of $q$, spin and orbital phases is a symmetry, and averaging over directions replaces $J_xV_y$ by $\frac12(J_\parallel V_\perp-J_\perp V_\parallel)$. Here
\begin{align}
J_\parallel&=A\tau_x, & V_\perp&=A\tau_y+r\sigma_xP_e,\\
J_\perp&=A\sigma_z\tau_y, & V_\parallel&=A\sigma_z\tau_x-r\sigma_yP_e .
\end{align}
Under $\sigma_x$ the first pair is even and the second pair is odd, so both products keep their sign. Exchanging occupied and empty states reverses $\operatorname{Im}(J_{nm}V_{mn})$. The average is thus odd in $M$ and vanishes at $M=0$; by scaling it falls as $M/q^3$ at large $q$, and its integral converges to $\pm w(r/A)$.

On the lattice the rest of the zone is continuous in $M$, so $C(+|M|)-C(-|M|)\to2w$ as the gap closes. At $r=0$, $w=\frac12$. Polar quadrature at $r=0.4A$ also gives $w=0.5000$. This is a numerical finding at one value of $r/A$; the argument above fixes the sign rule, not the value.

At $r=0$ the total is also known. There $\Omega$ equals the Berry curvature of the lower spin-up band, so $C$ is an integer. For $M>0$ the mass can grow without limit while the gap stays open, and $\Omega\to0$; hence $C=0$. Crossing $M=0$ changes $C$ by $-1$. For small $M>0$ the peak, $+\frac12$, is cancelled by the background, $-\frac12$: strong concentration is compatible with a vanishing integral.

\section{The mesh}

\subsection{Acceptance rule}

Weyl's inequality bounds the shift of each ordered eigenvalue by the norm of the change in $H$:
\begin{equation}
|E_n(k)-E_n(k')|\le L|k-k'|,\qquad L=\sqrt2\,[\max(A,B)+r]. \label{weyl}
\end{equation}
To obtain $L$, note that $\sigma_z\tau_x$ and $\tau_z$ anticommute, so $\|\partial_xH\|\le\sqrt{A^2\cos^2k_x+B^2\sin^2k_x}+r\le\max(A,B)+r$. The same bound holds for $\partial_yH$, and a unit vector has $|n_x|+|n_y|\le\sqrt2$.

Consider a square cell of side $h$ and half-diagonal $d=h/\sqrt2$. Let $g$ be the gap at its centre between the highest occupied and the lowest empty level. Accept the cell if
\begin{equation}
g\ge4Ld\quad\text{and}\quad \min_n|E_n-\mu|\ge Ld . \label{accept}
\end{equation}
The second condition keeps every level on its side of $\mu$ inside the cell. By the first, the gap can fall by at most $2Ld\le g/2$, so it stays at or above $g/2$. No narrower crossing can hide between the quadrature points. On the finest mesh below, the smallest ratio of sampled to central gap was $0.79$, against the guaranteed $0.5$.

An error estimate that compares coarse and fine quadratures lacks this guarantee: if both miss a narrow peak, they can differ by far less than the error they share. Whether this happens depends on the tolerance. In the model below at $M=-0.125$ meV, starting from $4\times4$ cells with the crossing at a cell corner, a tolerance of $10^{-3}$ per cell stops at $C=-0.51$. A tolerance of $10^{-4}$ finds the peak, and with fewer points than (\ref{accept}) uses. The rule buys a guarantee, not the smallest point count. The rule (\ref{accept}) uses eigenvalues, which announce the peak from a distance because the gap grows linearly with $q$, while the peak part of $\Omega$, proportional to $M$, falls as $q^{-3}$ for $q\gg|M|/A$.

\begin{verbatim}
cells = [whole zone]
for level = 0 .. max_level:
  for each cell (centre k, side h):
    E = eigenvalues of H(k);  d = h/sqrt(2)
    g = min(E[E >= mu]) - max(E[E < mu])
        (infinite if either set is empty)
    if (g >= 4 L d and min|E - mu| >= L d)
        or level == max_level: accept
    else: replace by four squares of side h/2
for each accepted cell:
  for each point of a p x p Gauss rule:
    diagonalize H; form J_nm and V_mn
    select pairs E_n < mu <= E_m
    C += weight * Omega / (2 pi)
\end{verbatim}

\subsection{Cost}

At distance $q\gg|M|/A$ from the crossing the gap is proportional to $q$, so accepted cells have $h\propto q$. Each factor of two in $q$ then holds a fixed number of cells, down to $q\sim|M|/A$, where the gap levels off and refinement stops. The cost grows as $\ln(1/|M|)$. With $p=6$ and $r=0.4$ eV, the last two reductions of $|M|$ by a factor of eight each added 10368 points, or $10368/(36\times3)=96$ cells per halving.

For a uniform $N\times N$ mesh containing the zone centre, Poisson summation gives
\begin{equation}
C_N-C=\sum_{\mathbf R\ne0}\int\frac{d^2k}{2\pi}\,\Omega\,e^{iN\mathbf R\cdot\mathbf k},
\end{equation}
with integer vectors $\mathbf R$. At $r=0$ the peak is $\Omega=\frac12\operatorname{sgn}M\;c\,(q^2+c^2)^{-3/2}$ with $c=|M|/A$. Averaging $1/(c-iq\cos\phi)$ over $\phi$ gives $\int_0^\infty J_0(q\rho)e^{-c\rho}d\rho=(q^2+c^2)^{-1/2}$, where $J_0$ is the Bessel function. Applying $-d/dc$ shows that $c(q^2+c^2)^{-3/2}$ is the transform of $e^{-c\rho}$. Inverting it with $\rho=N|\mathbf R|$,
\begin{equation}
C_N-C\simeq\tfrac12\operatorname{sgn}M\sum_{\mathbf R\neq0}e^{-N|M||\mathbf R|/A}. \label{uniform}
\end{equation}
For $M=-10$ meV the measured errors are $-0.493$ at $N=200$ and $-0.138$ at $N=300$; (\ref{uniform}) gives $-0.497$ and $-0.139$. Its four nearest terms give $2e^{-N|M|/A}$, so an error $\delta$ in $C$ requires $N\simeq(A/|M|)\ln(2/\delta)$. For $|M|=0.125$ meV and $\delta=10^{-3}$ this is $8000\times7.6\approx6.1\times10^4$, or $3.7\times10^9$ points. These figures hold for $r=0$. Spin mixing changes the error: at $r=0.4$ eV, $|M|=40$ meV and $N=175$ it is one half to two thirds of the $r=0$ value, so for $r\neq0$ the estimate gives only the order of magnitude.

\section{Worked example}

Take round parameters $A=B=1$ eV and $r=0.4$ eV, with $\mu=0$. The columns give $C$ for both signs of the mass, and the points used for $M<0$.
\begin{center}
\begin{tabular}{rrrr}
$|M|$ (meV) & $C(-|M|)$ & $C(+|M|)$ & points\\
64 & $-1.0107$ & $-0.0081$ & 23472\\
8 & $-1.0108$ & $-0.0104$ & 32112\\
1 & $-1.0108$ & $-0.0107$ & 42480\\
0.125 & $-1.0108$ & $-0.0108$ & 52848
\end{tabular}
\end{center}
While $|M|$ shrinks by a factor of 512, $C(-|M|)$ changes by less than $10^{-4}$. In the last row the jump is $-0.0108+1.0108=1.0000$, equal to $2w$. The mean of the two signs, $-0.5108$, is the background. Neither sign gives an integer, as spin is not conserved. For $M<0$ the conductivity is $-1.0108\times7.6445\times10^{-11}=-7.73\times10^{-11}$ statC.

Raising the Gauss order from 6 to 8 changed $C$ by about $2\times10^{-12}$ at $M=-1$ meV. At $M=-64$ meV, where a uniform $300\times300$ mesh suffices, both meshes give $-1.0107$.

For $M=-1$ meV, $k$ points whose smallest occupied--empty gap is below $G$ contribute as follows.
\begin{center}
\begin{tabular}{rrrr}
$G$ (meV) & $r=0$ & Eq. (\ref{share}) & $r=0.4$ eV\\
4 & $-0.251$ & $-0.250$ & $-0.299$\\
8 & $-0.376$ & $-0.375$ & $-0.402$\\
20 & $-0.452$ & $-0.450$ & $-0.463$
\end{tabular}
\end{center}
Each quadrature point is counted or left out according to its own gap, so cells cut by the contour of gap $G$ leave a small error; at $r=0$, judged against (\ref{disc}), it is below $10^{-3}$. At $r=0.4$ eV it can move the last digit shown: integrating exactly up to the contour gives $-0.298$, $-0.402$ and $-0.464$. The excess at $G=20$ meV comes from the mass dispersion. There $\varepsilon=10$ meV, so $q^2\approx0.99\times10^{-4}$ and $m\approx M+Bq^2/2=-0.95$ meV; (\ref{disc}) gives $-\frac12(1-0.095)=-0.4525$. With spin mixing, a larger share sits at small gaps in this example.

\section{Fermi level inside a band}

At $r=0$ raise $\mu$ into the upper bands. Inside the Fermi circle both members of each pair are occupied, and the weight (\ref{disc}) of that disc is lost. For $M<0$, where the full value is $-1$,
\begin{equation}
C(\mu)=-1-\frac12\left(-1-\frac{m_F}{\mu}\right)=-\frac12+\frac{m_F}{2\mu}\simeq-\frac12-\frac{|M|}{2\mu}, \label{doped}
\end{equation}
where $m_F$ is the mass on the Fermi circle. The smallest gaps are blocked first. For $M=-8$ meV and $\mu=10$, 16 and 32 meV the mesh gives $-0.899$, $-0.747$ and $-0.617$; the last form gives $-0.900$, $-0.750$ and $-0.625$. At 32 meV, $q_F^2\approx(32^2-8^2)\times10^{-6}=0.00096$, hence $m_F=-7.52$ meV, and the form with $m_F$ gives $-0.6175$. The lattice dispersion thus accounts for the difference.

\section{Stability and failure modes}

\emph{Fermi lines.} A cell cut by a Fermi line fails (\ref{accept}) at every level. The maximum level is then a real accuracy parameter: $\Omega$ jumps inside these cells, Gauss quadrature loses its fast convergence, and the number of cut cells doubles per level. The doped results used cells down to $2\pi/2^{14}$. For production values, compare two maximum levels.

\emph{Band touching.} If occupied and empty bands meet at a point, refinement there does not end by itself. In an insulator, reaching the maximum level should be reported as a failure.

\emph{A wrong $L$.} Too small an $L$ voids the guarantee; too large an $L$ costs points, roughly in proportion to $L^2$ around a crossing. For another Hamiltonian, bound the norm of $\partial H/\partial k$ over the whole zone. A finite sample of $k$ points does not supply such a bound.

\emph{Rounding.} Near the zone centre compute $2-\cos k_x-\cos k_y$ as $2\sin^2(k_x/2)+2\sin^2(k_y/2)$, which avoids cancellation at no cost. The effect is small for the masses used here: on the peak it changes $\Omega$ by about $2\times10^{-12}$ of its value at $|M|=0.125$ meV.

\emph{Physics left out.} Once disorder broadening or temperature is comparable with the gap, the sharp occupations and bare denominators used here no longer apply. Interactions and vertex corrections are absent. With $r\ne0$ spin is not conserved, so $C$ describes the conventional spin current, and spin accumulation at an edge also depends on the torque. The numerical output follows.

\section*{Values computed for the example and the checks}
\begin{verbatim}
A = 1.0 eV, B = 1.0 eV, r = 0.4 eV
conductivity unit e/(2 pi) = 7.6445e-11 statC
Omega at k=(0.3,0.2), M=-64 meV: sum -1.35425 a^2
  same from driven evolution: -1.35410 a^2
k=(0.001,0): M (meV), then in a^2: band 1, band 2, sum,
  half difference of the bands, its predicted size
     -64    9078.3   -9200.3  -122.03   9139.3   9140.6
    -300    1455.5   -1461.1    -5.56   1458.3   1458.3
peak weight w: r=0 0.5000, r=0.4 eV 0.5000 (units of C)
r=0.4 eV: |M| (meV), C(-|M|), C(+|M|), jump, points(-|M|)
   64.000  -1.01075  -0.00805  1.00270   23472
    8.000  -1.01077  -0.01038  1.00039   32112
    1.000  -1.01077  -0.01072  1.00005   42480
    0.125  -1.01077  -0.01077  1.00001   52848
limit of the jump, 2w = 0.99999
smallest point gap / central gap (last mesh) = 0.791
points added per factor 8 in M: 8640, 10368, 10368
change of C from order 6 to 8, M=-1 meV: 1.6e-12
uniform 300x300 mesh, M=-64 meV: C = -1.01075
r=0, |M|=1 meV: C(-) = -1.000000, C(+) = -0.000000
M=-1 meV: gap limit G (meV), C from gaps<G: r=0, formula, r=0.4 eV
    4.0  -0.2509  -0.2500  -0.2985
    8.0  -0.3762  -0.3750  -0.4022
   20.0  -0.4524  -0.4500  -0.4633
zone fraction holding half the peak (r=0): 2.39e-07
uniform mesh, r=0, M=-10 meV: N, error of C, predicted error
  200   -0.4931   -0.4966
  300   -0.1377   -0.1392
uniform points for error 1e-3, |M|=0.125 meV: 3.7e+09
r=0, M=-8 meV: mu (meV), C, leading formula
   10.0  -0.8991  -0.9000
   16.0  -0.7470  -0.7500
   32.0  -0.6174  -0.6250
\end{verbatim}
